# Electric enthalpy of a dipole-corrected slab in an applied sawtooth field

A neutral, insulating slab lies normal to \(z\) in a periodic cell \(-L/2<z<L/2\) of surface area \(S\), with vacuum on both sides. The periodic calculation is to describe one isolated slab in a uniform external field \(E_0\) along \(z\).

Gaussian units are used and the electron has charge \(-e\). The charge density of electrons and ions is \(\rho(\mathbf r)\), and its average over the surface plane is \(\bar\rho(z)\). Neutrality and the dipole per area read

\[
\int\bar\rho\,dz=0,\qquad \mu=\int z\,\bar\rho\,dz .
\]

Integrals over \(z\) run over the cell. The vacuum is wide enough for the density to be negligible at \(z=\pm L/2\), and for the laterally varying potentials of neighbouring images, which decay exponentially, to be negligible at the slab. The exchange-correlation functional is taken to be local or semilocal. Only the plane-averaged potential then distinguishes the periodic slab from the isolated one.

## (a) What field do the periodic images produce?

**Question.** Find the potential step across an isolated slab without applied field. Then find the vacuum field when the potential is made periodic.

**Solution.** The isolated slab has no field in the left vacuum, so Gauss's law gives

\[
E_{\rm iso}(z)=4\pi\int_{-L/2}^{z}\bar\rho(z')\,dz' .
\]

By neutrality it also vanishes in the right vacuum. The potential step is minus the integral of the field. Exchanging the order of integration,

\[
\Delta\phi=-4\pi\int\bar\rho(z')\left(\frac L2-z'\right)dz'=4\pi\mu ,
\]

where the term with \(L/2\) vanishes by neutrality.

The periodic potential \(\phi_{\rm per}\) obeys the same Poisson equation inside the cell. The two potentials can therefore differ by a linear function only:

\[
\phi_{\rm per}=\phi_{\rm iso}+bz+c .
\]

Equal values at the two cell edges require \(4\pi\mu+bL=0\), hence

\[
\phi_{\rm per}=\phi_{\rm iso}-\frac{4\pi\mu}{L}z+c .
\]

The vacuum field is \(-b=4\pi\mu/L\). It comes from the boundary condition and falls only as \(1/L\).

## (b) What does this field do to the energy?

**Question.** Let \(E_{\rm per}\) be the energy computed with \(\phi_{\rm per}\). Find the energy \(E_{\rm iso}\) of the isolated slab for the same orbitals and ions.

**Solution.** Kinetic, short-range and local or semilocal exchange-correlation energies are the same in both cases. Exact exchange is not covered: there the exchange hole interacts with its images, and this interaction falls only as a power of \(1/L\). For point ions the same self-energies are removed from both. The electrostatic energies differ by

\[
\frac12\int\rho\,(\phi_{\rm per}-\phi_{\rm iso})\,d^3r
=\frac S2\left[-\frac{4\pi\mu}{L}\int z\bar\rho\,dz+c\int\bar\rho\,dz\right]
=-\frac{2\pi S\mu^2}{L}.
\]

Therefore

\[
E_{\rm iso}=E_{\rm per}+\frac{2\pi S\mu^2}{L}.
\]

The factor \(1/2\) is present because the field removed here is produced by the slab's own charge.

## (c) Which functional and which potential describe the slab in the field?

**Question.** Add the external field, vary the functional, and find the field in the vacuum.

**Solution.** The external potential is \(-E_0z\). Its sources are held fixed and are not part of the slab, so the coupling carries no factor \(1/2\):

\[
\int\rho\,(-E_0z)\,d^3r=-S\mu E_0 .
\]

The energy of the slab plus this coupling is the electric enthalpy

\[
F=E_{\rm per}+\frac{2\pi S\mu^2}{L}-S\mu E_0 .
\]

For a change \(\delta\rho\), the periodic electrostatic energy changes by \(\int\phi_{\rm per}\,\delta\rho\,d^3r\), because the Coulomb kernel is symmetric. With \(S\,\delta\mu=\int z\,\delta\rho\,d^3r\), the electrostatic part of \(\delta F\) is

\[
\int\left[\phi_{\rm per}+\frac{4\pi\mu}{L}z-E_0z\right]\delta\rho\,d^3r .
\]

The bracket is the total potential:

\[
\phi_{\rm tot}=\phi_{\rm per}-E_{\rm saw}z,\qquad
E_{\rm saw}=E_0-\frac{4\pi\mu}{L}.
\]

Repeated in every cell, \(-E_{\rm saw}z\) is a sawtooth with its jump in the vacuum. Since \(\delta\rho=-e\,\delta n\), where \(n\) is the electron number density, the Kohn-Sham equation is

\[
\left[-\frac{\hbar^2}{2m}\nabla^2+v_{\rm sr}+v_{\rm xc}-e\phi_{\rm per}+eE_{\rm saw}z\right]\psi_i=\varepsilon_i\psi_i ,
\]

with \(v_{\rm sr}\) the short-range ionic potential. The sawtooth depends on \(\mu\) and is updated during the self-consistency cycle.

The vacuum field is the sum of the periodic and sawtooth fields:

\[
E_{\rm vac}=\frac{4\pi\mu}{L}+E_{\rm saw}=E_0 .
\]

It depends on neither \(\mu\) nor \(L\). The jump acts as an external dipole layer of strength \(E_{\rm saw}L/4\pi=E_0L/4\pi-\mu\), which cancels the slab's dipole and adds the one needed for \(E_0\).

Coupling the dipole to the full self-consistent sawtooth would give a different energy:

\[
E_{\rm per}-S\mu E_{\rm saw}
=E_{\rm per}-S\mu E_0+\frac{4\pi S\mu^2}{L}
=F+\frac{2\pi S\mu^2}{L}.
\]

This counts the slab's self-interaction correction twice.

The solution must be a bound state. The electron's potential energy in vacuum is \(eE_0z\) plus a constant, so it falls without limit on one side. In an infinite vacuum the slab is metastable. In the cell, no electrons collect at the jump if all filled levels lie below the lowest vacuum potential energy. This condition is sufficient; a state confined at the jump lies somewhat above that minimum.

## (d) What are the field derivative and the forces?

**Question.** Find \(dF/dE_0\), the force on an ion, and the sum of all forces.

**Solution.** At self-consistency \(F\) is stationary against changes of the orthonormal orbitals. With the ions fixed, only the explicit dependence on \(E_0\) remains:

\[
\frac{dF}{dE_0}=-S\mu,\qquad
\frac{d^2F}{dE_0^2}=-S\alpha,\qquad \alpha=\frac{d\mu}{dE_0}.
\]

For the same reason, in a basis that does not move with the ions, the force on ion \(I\) at height \(Z_I\) is

\[
f_I=-\int\phi_{\rm tot}\frac{\partial\rho_I}{\partial Z_I}\,d^3r
-\int n\,\frac{\partial v_I}{\partial Z_I}\,d^3r .
\]

Here \(\rho_I\) is its charge density and \(v_I\) its short-range potential. The field enters through \(\phi_{\rm tot}\).

A rigid shift of ions and electrons together leaves \(E_{\rm per}\) unchanged. It also leaves \(\mu\) unchanged, since the slab is neutral, so \(F\) does not change. The electrons' part of this variation vanishes by stationarity, and hence \(\sum_If_I=0\).

## (e) What are \(D\) and the field inside the slab?

**Question.** Relate the macroscopic interior field to \(E_0\).

**Solution.** Start Gauss's law in the left vacuum, where the field is \(E_0\):

\[
E(z)=E_0+4\pi\int_{-L/2}^{z}\bar\rho(z')\,dz' .
\]

Define \(P(z)=-\int_{-L/2}^{z}\bar\rho\,dz'\), which vanishes in both vacuum regions. Then \(E(z)+4\pi P(z)=E_0\). Averaging over one bulk period in the interior gives

\[
D=E_{\rm in}+4\pi P_{\rm in}=E_0 .
\]

A change of \(P_{\rm in}\) is the charge per area that has crossed an interior plane towards positive \(z\). In an insulator without transfer of free charge, this is the change of bulk polarization. In linear response \(dP_{\rm in}=\chi\,dE_{\rm in}\), so

\[
dE_0=(1+4\pi\chi)\,dE_{\rm in}=\varepsilon\,dE_{\rm in},
\qquad \frac{dE_{\rm in}}{dE_0}=\frac1\varepsilon .
\]

If the bulk has no spontaneous polarization, the termination is non-polar and the surfaces carry no free charge, \(E_{\rm in}\) vanishes at \(E_0=0\), and \(E_{\rm in}=E_0/\varepsilon\). In general, let \(P_s\) be the bulk polarization at \(E_{\rm in}=0\), on the branch set by the slab's actual surface charge. It can be nonzero for a spontaneous polarization, and also for a centrosymmetric crystal of alternately charged layers that starts with one kind of layer and ends with the other. Then \(P_{\rm in}=P_s+\chi E_{\rm in}\) gives instead

\[
E_{\rm in}=\frac{E_0-4\pi P_s}{\varepsilon}.
\]

For fixed ions \(\varepsilon\) is the clamped-ion constant. If the ions relax at fixed lateral cell and fixed layer spacing, it is the static constant at fixed strain.

Free charge \(\sigma\) per area on the left face, balanced on the right, changes the result to \(D=E_0+4\pi\sigma\). In a metallic slab such charge makes \(E_{\rm in}=0\). The vacuum field is still \(E_0\), but it no longer equals the interior \(D\) of the bound charge. The reduction by \(1/\varepsilon\) also requires a slab thick enough to have a bulk-like interior.

## (f) How do polarizability and enthalpy grow with thickness?

**Question.** Find the contribution of added bulk material, and examine small and large \(\varepsilon\).

**Solution.** Since \(dP/dz=-\bar\rho\) and \(P\) vanishes at both cell edges, integration by parts gives

\[
\int P\,dz=-\int z\frac{dP}{dz}\,dz=\int z\bar\rho\,dz=\mu .
\]

From part (e), \(4\pi\,dP_{\rm in}=dE_0-dE_{\rm in}\). Adding a bulk thickness \(\Delta d\) between unchanged surfaces therefore gives

\[
\frac{\Delta\alpha}{\Delta d}=\frac{dP_{\rm in}}{dE_0}=\frac{1}{4\pi}\left(1-\frac1\varepsilon\right).
\]

With \(\mu=\mu_0+\alpha E_0\), integrating \(dF/dE_0=-S\mu\) yields

\[
F(E_0)=F(0)-S\mu_0E_0-\frac12S\alpha E_0^2 .
\]

The quadratic enthalpy per added volume is

\[
-\frac{E_0^2}{8\pi}\left(1-\frac1\varepsilon\right).
\]

It vanishes for \(\varepsilon\to1\) and tends to \(-E_0^2/8\pi\) for \(\varepsilon\to\infty\), where the field is expelled. Adding the energy density \(E_0^2/8\pi\) that the field had in the empty volume gives \(D^2/8\pi\varepsilon\), the energy density of a linear dielectric at fixed \(D\).

## (g) What if a fixed sawtooth is used without correction?

**Question.** Hold the sawtooth field at \(E_s\), independent of \(\mu\). What is the vacuum field?

**Solution.** The field of the images remains, so \(E_{\rm vac}=E_s+4\pi\mu/L\). Up to a constant, the slab sees the same potential as an isolated slab in the field \(E_{\rm vac}\), so \(\mu=\mu_0+\alpha E_{\rm vac}\). Collecting the terms in \(E_{\rm vac}\),

\[
E_{\rm vac}=\frac{E_s+4\pi\mu_0/L}{1-4\pi\alpha/L}.
\]

Because \(\phi_{\rm per}\) is periodic, its average field is zero. This calculation therefore fixes the cell-average field, not \(D\).

For an ideal dielectric layer of thickness \(d\), \(4\pi\alpha=d(1-1/\varepsilon)\). For \(L\gg d\), \(dE_{\rm vac}/dE_s\) tends to 1. As \(d\to L\) it tends to \(\varepsilon\), and then \(dE_{\rm in}/dE_s\to1\): the interior field is the controlled one.

## (h) What do the results give for a model slab?

**Question.** Apply them to eight layers of period 4.0 Å with \(S=16.0\) Å\(^2\), \(L=48.0\) Å and \(E_0=0.050\) V/Å.

**Solution.** Each layer has a Gaussian well 10.0 eV deep and a smeared ion sheet of charge \(+2e\) per surface cell. The right end well is 14.0 eV deep, which makes the slab asymmetric. Electrons move along \(z\) only, two per orbital and surface cell, in the Hartree approximation. Exchange, correlation, in-plane motion and ionic relaxation are left out. The bulk gap is 5.5 eV. A separate bulk calculation of the microscopic dielectric matrix, local fields included, gives \(\varepsilon=1.776\).

From \(e^2=14.3997\) eV Å, one elementary charge is 14.3997 V Å, and \(4\pi e=180.95\) V Å.

**Zero field.** The dipole is \(\mu_0=-0.000790\ e\)/Å, so the potential step is \(180.95\times(-0.000790)=-0.143\) V. At the centre of the slab the period-averaged field is below \(10^{-6}\) V/Å; it grows towards the faces. By part (e) the polarization at the centre is then negligible too, so this dipole resides near the surfaces.

**Applied field.** At \(+E_0\) the dipole is \(0.002940\ e\)/Å, and

\[
E_{\rm saw}=0.0500-\frac{180.95\times0.002940}{48.0}=0.0389\ \text{V/Å}.
\]

The field measured in both vacuum regions is 0.0500 V/Å. Half the difference between the interior fields at \(+E_0\) and \(-E_0\) is 0.02815 V/Å, or \(9.39\times10^3\) statvolt/cm. The bulk constant predicts \(0.0500/1.776=0.0282\) V/Å. The corresponding \(4\pi P\) is 0.02185 V/Å, and the sum is \(D=0.0500\) V/Å.

The highest filled level lies 5.64 eV below the lowest vacuum potential energy in the cell. At this field, with the slab unchanged, the two would meet after about \(5.64/0.050\approx113\) Å of further vacuum on the side where the electron's potential energy falls.

**Thickness.** The polarizabilities of eight and six layers give

\[
\frac{0.074626-0.055307}{8.0}=0.002415\ \frac{e}{\text{V Å}},\qquad
\frac{1-1/1.776}{180.95}=0.002415\ \frac{e}{\text{V Å}} .
\]

**Enthalpy.** The curvature of \(F\) from finite differences is \(-1.194\) eV/(V/Å)\(^2\), equal to \(-S\alpha=-16.0\times0.074626\) in the same unit. At \(+E_0\) the force on the right end ion is \(-0.108\) eV/Å, both from the formula and from finite differences of \(F\). Nearly all of it is present without the field, because the ions are not relaxed.

At \(-0.10\) V/Å, \(F=-94.95376\) eV per surface cell for \(L=48\) Å, for \(L=60\) Å, and for an isolated slab solved with open boundaries. The double-counted expression gives \(-94.95171\) eV at \(L=48\) Å. Its excess agrees, within rounding, with \(2\pi S\mu^2/L=0.00206\) eV.

**Fixed sawtooth.** Here \(4\pi\alpha=180.95\times0.074626=13.50\) Å. For \(E_s=0.030\) V/Å and \(L=48.0\) Å,

\[
E_{\rm vac}=\frac{0.0300-0.143/48.0}{1-13.50/48.0}=0.0376\ \text{V/Å},
\]

as found in the calculation. The vacuum field is about 25% above the sawtooth field.

**Real materials.** The layer spacing and surface cell are of ordinary atomic size, but \(\varepsilon=1.78\) is low. Silicon has roughly 12, which would reduce the same vacuum field to about 0.004 V/Å. This estimate is for a thin, undoped film: the field is above the usual breakdown field of bulk silicon, about 0.003 V/Å. The voltage across the film is limited too. A cautious estimate sets it equal to the band gap, about 1.1 V, which gives a thickness of roughly 260 Å. The confinement energies of the electron and the hole at the two faces raise this limit somewhat. In a film well beyond it, electrons can lower their energy by moving from the valence band near one face to the conduction band near the other, and the slab no longer acts as an insulator. Another assumption that can fail in a real device is the absence of free surface charge. A density \(E_0/4\pi=0.050/180.95=2.8\times10^{-4}\ e\)/Å\(^2\), or \(2.8\times10^{12}\ e\)/cm\(^2\), with opposite signs on the two faces, can cancel \(D\) and lower the interior field from 0.028 V/Å to zero. Unpassivated semiconductor surfaces can have enough surface states to hold such a charge. The \(1/\varepsilon\) rule therefore applies to them only if those states do not exchange charge during the measurement.

The remaining values are in the numerical output.

## Computed values

```
hbar^2/m = 7.61996 eV A^2
e^2 = 14.39965 eV A
layer period = 4.0 A; surface cell area S = 16.0 A^2
well depth = 10.0 eV; right end well = 14.0 eV
well width (Gaussian sigma) = 0.8 A
ion charge = 2 e; ion width = 0.5 A
layers = 8; cell length L = 48.0 A
grid step = 0.2 A
bulk gap = 5.496 eV
bulk eps from dielectric matrix = 1.7759
-- no applied field, corrected --
slab dipole mu0 = -0.000790 e/A
potential step 4 pi mu0 = -0.1429 V
interior field = 6.1e-07 V/A
-- applied field E0, corrected --
E0 = 0.050 V/A = 1.6678e+04 statV/cm
mu at +E0 = 0.002940 e/A
mu at -E0 = -0.004522 e/A
sawtooth field at +E0 = 0.03892 V/A
vacuum field left at +E0 = 0.05000 V/A
vacuum field right at +E0 = 0.05000 V/A
filled levels below lowest vacuum by 5.644 eV
interior field, odd part = 0.02815 V/A
the same = 9.3905e+03 statV/cm
4 pi P, odd part = 0.02185 V/A
D = E + 4 pi P = 0.05000 V/A
E0 / interior field = 1.7761
F(-E0) - F(+E0) = -0.0012642 eV
S times integral of mu = -0.0012642 eV
F curvature = -1.1940 eV/(V/A)^2
-S alpha = -1.1940 eV/(V/A)^2
force on right end ion, formula = -0.10802 eV/A
the same, finite difference = -0.10802 eV/A
sum of ion forces = -1.6e-09 eV/A
-- thickness --
alpha, 8 layers = 0.074626 e/V
alpha, 6 layers = 0.055307 e/V
growth of alpha = 0.002415 e/(V A)
(1-1/eps)/(4 pi) = 0.002415 e/(V A)
-- comparison with isolated slab --
field = -0.10 V/A; mu = -0.008258 e/A
F corrected, L = 48 A: -94.95376 eV
F corrected, L = 60 A: -94.95376 eV
F isolated, open boundaries: -94.95376 eV
2 pi S mu^2/L = 0.00206 eV
double-counted value = -94.95171 eV
-- fixed sawtooth, no correction --
sawtooth field = 0.030 V/A
vacuum field = 0.03760 V/A
dE_vac/dE_s measured = 1.3915
1/(1-4 pi alpha/L) = 1.3914
```
